# Can Diffraction Intensities Tell an Up Domain from a Down Domain?

**Q:** I have a ferroelectric film with its polar axis along the surface normal. In an up domain the ions are displaced one way, and in a down domain the other way. These are different atomic arrangements as seen from my detector, so the intensity of a 00l reflection must differ between them. I plan to read the polarization sign from X-ray peak heights.

**A:** Different arrangements usually do give different intensities. The question is whether these two do. Let each X-ray scatter at most once in the crystal, the kinematic limit. With $\mathbf q=\mathbf k_{\rm out}-\mathbf k_{\rm in}$, the amplitude at a reciprocal lattice vector $\mathbf G$ is a lattice sum times

$$F(\mathbf G)=\int_{\rm cell}\rho(\mathbf r)\,e^{i\mathbf G\cdot\mathbf r}\,d^3r ,\qquad I(\mathbf G)\propto|F(\mathbf G)|^2 .$$

Take $\rho$ first as the electron density, which is real. Complex conjugation then changes only the exponential:

$$F(\mathbf G)^*=\int_{\rm cell}\rho(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r=F(-\mathbf G).$$

Hence $I(-\mathbf G)=I(\mathbf G)$. The two reflections are a Friedel pair, and this holds whether or not the crystal has an inversion centre.

**Q:** That compares two reflections of one domain. I want to compare one reflection of two domains.

**A:** Switching connects them. If the parent phase is centrosymmetric and no field, applied or built in, acts on the film, the reversed state is the inversion image of the first: $\rho_-(\mathbf r)=\rho_+(2\mathbf r_0-\mathbf r)$, where $\mathbf r_0$ is an inversion centre of the parent. Substitute $\mathbf r'=2\mathbf r_0-\mathbf r$. The volume element is unchanged, and since the integrand is periodic, any full cell may be used:

$$F_-(\mathbf G)=\int\rho_+(\mathbf r')\,e^{i\mathbf G\cdot(2\mathbf r_0-\mathbf r')}d^3r'=e^{2i\mathbf G\cdot\mathbf r_0}F_+(-\mathbf G).$$

The prefactor has modulus one, so

$$I_-(\mathbf G)=I_+(-\mathbf G)=I_+(\mathbf G).$$

The first equality is geometry: looking at a down domain is like looking at an up domain turned over. The second needs a real density. Together they remove your signal.

**Q:** Then where did the information go? The ions have certainly moved.

**A:** Into the phase of $F$. With the origin at $\mathbf r_0$, the relation reads $F_-=F_+^*$: the modulus stays and the phase changes sign. A detector records the modulus.

Here is a model tetragonal ABO₃ cell, with $a=0.39$ nm and $c=0.41$ nm. Its atoms are Gaussian electron clouds. In the up state A stays at rest, B moves by $-0.04c$ and all three oxygens by $-0.10c$. With effective charges $+4$ for A, $+7$ for B, $-6$ for the apical oxygen and $-2.5$ for each equatorial one, the polarization is

$$P=\frac{e\,c}{a^2c}\left[7(-0.04)+(-6-2.5-2.5)(-0.10)\right]=\frac{0.82\,e}{a^2}=86.4\ \mu{\rm C/cm^2}.$$

The charges sum to zero, so a common shift of all atoms would not alter $P$. Positive $P$ points along $+c$, which I take as the outward surface normal and the direction of $\mathbf G$.

The intensities and phases quoted next also include a real correction of $-4$ electrons to the scattering of A, explained below. With this purely real scattering, 001 has intensity 2481 electrons² per cell in both states, while the phase of $F$ is $+10.95^\circ$ for up and therefore $-10.95^\circ$ for down. For 002 the common intensity is 8142 and the up phase is $-15.58^\circ$.

**Q:** Real atoms are not Gaussian spheres. Surely the bonding charge between B and oxygen knows which way the dipole points?

**A:** It does, and it inverts with the dipole. The proof used no atomic shape. What would break it is a second state that is not the inversion image. If only B is reversed, while the oxygens and a small bonding lobe stay put, the density is still real, but the intensities change. I define the contrast as

$$C=\frac{I_+-I_-}{I_++I_-},$$

with the modified structure in place of the down state here. Its largest magnitude among six reflections is then 3.1%, computed without the correction of $-4$ electrons. Your intuition about different arrangements is sound for such a pair, but a full reversal is a special pair.

**Q:** So I tune near an absorption edge. The scattering factor changes there, and the symmetry is lost.

**A:** Only part of that change helps. Write $f=f_0+f'+if''$, where $f_0$ is the ordinary form factor, $f'$ the real resonant correction and $f''$ the absorptive part. Set $R=f_0+f'$ and $\theta_j=\mathbf G\cdot\mathbf r_j$ for the up domain, and collect

$$X=\sum_jR_je^{i\theta_j},\qquad Y=\sum_jf''_je^{i\theta_j}.$$

Then $F_+=X+iY$. Inversion about the origin changes every $\theta_j$ to $-\theta_j$ but does not conjugate the factor $i$, so $F_-=X^*+iY^*$. Squaring gives

$$I_\pm=|X|^2+|Y|^2\mp2\,{\rm Im}(X^*Y),$$

because ${\rm Re}(iX^*Y)=-{\rm Im}(X^*Y)$, while ${\rm Re}(iXY^*)=-{\rm Im}(XY^*)=+{\rm Im}(X^*Y)$. Therefore

$$I_+-I_-=-4\,{\rm Im}(X^*Y)=-4\sum_{j,k}R_jf''_k\sin(\theta_k-\theta_j).$$

Terms with $j=k$ vanish. Joining $(j,k)$ with $(k,j)$, whose sine has the opposite sign, leaves

$$I_+-I_-=4\sum_{j<k}(R_kf''_j-R_jf''_k)\sin(\theta_k-\theta_j).$$

If $f''=0$ the difference is zero, whatever $f'$ is. It is also zero if $f''_j/R_j$ is the same for all atoms, because then the whole density carries one common phase. Unequal absorptive phases are needed.

They are not sufficient for every reflection. For hk0 the angles do not contain the displacements along $c$. In this cell all in-plane coordinates are 0 or 1/2, so each $e^{i\theta_j}$ is $\pm1$, both $X$ and $Y$ are real, and the contrast vanishes.

**Q:** At an ordinary laboratory energy, far from any edge I care about, may I then call it zero?

**A:** No. Take 8 keV, with rough values $f'=-4$, $f''=8$ for A, $f''=2$ for B, and neither correction for oxygen. For 001 the A atom has angle zero and B has $360^\circ\times0.46=165.6^\circ$, so

$$Y=8+2e^{i165.6^\circ}=6.06+0.50\,i,\qquad |Y|=6.08,\quad \arg Y=4.7^\circ .$$

The real part of the scattering gives $|X|=\sqrt{2481}=49.8$ and $\arg X=10.95^\circ$. Since ${\rm Im}(X^*Y)=|X||Y|\sin(\arg Y-\arg X)$,

$$I_+-I_-=4(49.8)(6.08)\sin(10.95^\circ-4.7^\circ)\approx132 .$$

The direct atomic sums are 2584 for up and 2452 for down, which differ by 132, and the contrast is $132/5036=2.6\%$. Their mean, 2518, exceeds 2481 by $|Y|^2=37$, as the formula for $I_\pm$ requires.

For 002 the B angle is $331.2^\circ$, which gives $|Y|=9.80$ and $\arg Y=-5.6^\circ$. Now $\arg X=-15.58^\circ$ lies below $\arg Y$, so the sine is negative and the down domain is brighter: $C=-3.7\%$. The next two orders give $+1.6\%$ and $-3.0\%$. A brighter peak therefore has no fixed meaning. Its sign must be calculated for the reflection and the structure.

**Q:** And that calculated sign could be wrong if I choose the wrong sign of $i$.

**A:** Yes, so the convention must be tied to absorption. I use $e^{+i\omega t}$. A longer path delays the wave and multiplies it by $e^{-ik\delta}$. An atom at $\mathbf r$ receives the wave with phase $-\mathbf k_{\rm in}\cdot\mathbf r$ and has its outgoing path shortened, which adds $+\mathbf k_{\rm out}\cdot\mathbf r$. The total is $e^{+i\mathbf q\cdot\mathbf r}$, as used above.

Now let a bound electron obey $\ddot x+\gamma\dot x+\omega_0^2x=e^{i\omega t}$. Its acceleration, relative to that of a free electron, is

$$f=\frac{\omega^2}{\omega^2-\omega_0^2-i\gamma\omega},\qquad f''=\frac{\gamma\omega^3}{(\omega^2-\omega_0^2)^2+\gamma^2\omega^2}>0 .$$

The velocity amplitude is $f/(i\omega)$, so the mean absorbed power is $\tfrac12{\rm Re}[f/(i\omega)]=f''/(2\omega)$. Positive $f''$ means absorption in this convention.

For a test in the time domain, put this oscillator at the origin and a free charge at $+d$ or $-d$, with $\omega=1$, $\omega_0=0.8$, $\gamma=0.3$ and $qd=0.8$. The absorbed power gives $f''=1.366$. The radiated intensities are 9.798 and 5.878, a difference of 3.920. The pair formula, with $R=1$ and $f''=0$ for the free charge, gives $4(1.366)\sin0.8=3.920$, with the same sign.

**Q:** Suppose I avoid absorption. My film contains both domains, and a coherent beam covers them. Their interference should show the sign.

**A:** It can show the mixture, but at the Bragg peak it does not say which part is which. Let a fraction $x$ of the cells be up, on one common lattice with a shared inversion centre as origin. With real scattering, $F_\pm=|F|e^{\pm i\varphi}$, and the mean amplitude per cell is

$$xF_++(1-x)F_-=|F|\,[\cos\varphi+i(2x-1)\sin\varphi].$$

Use $\cos^2\varphi=1-\sin^2\varphi$ and $(2x-1)^2=1-4x(1-x)$ to obtain

$$I=|F|^2\left[1-4x(1-x)\sin^2\varphi\right].$$

Exchanging $x$ and $1-x$ changes nothing. For 002 with equal fractions, the peak falls by $\sin^2(15.58^\circ)=7.2\%$ relative to a single domain. That number assumes the A atoms of the two domains stay in register. A common shift $\delta c$ of all atoms, reversed in the down domain, leaves $P$ alone but adds $2\pi l\delta$ to $\varphi$: with the oxygens in register the drop is 69%, and with the centre of mass in register it is nearly zero. Where $\sin\varphi$ is not small you could learn that both domains are present, but 30% up and 70% up look alike in this peak.

**Q:** What kind of interference would help, then?

**A:** Interference with something that does not invert when the film does, such as an electrode beneath it. Let the film's inversion centre be at height $z_c$. Write the electrode amplitude as $|E|e^{i(qz_c+\varepsilon)}$ and the film amplitude as $|A|e^{i(qz_c\pm\varphi)}$, where $\varphi$ now belongs to the whole film. Then

$$I_\pm=|E|^2+|A|^2+2|E||A|\cos(\varepsilon\mp\varphi),$$

$$I_+-I_-=2|E||A|\,[\cos(\varepsilon-\varphi)-\cos(\varepsilon+\varphi)]=4|E||A|\sin\varepsilon\sin\varphi .$$

The electrode supplies a phase against which the film's phase can be compared. If $\varepsilon$ is zero or $\pi$, the reference cannot tell $\varphi$ from $-\varphi$. If the electrode were inverted together with the film, the contrast would vanish again, because the whole object would then be replaced by its inversion image.

Take a film of 25 cells, 10.25 nm thick, with an extra AO plane so that both faces end alike. Below it lies an electrode whose bulk structure is centrosymmetric, 50 cells or 19.5 nm thick, with 0.20 nm between the facing planes. All scattering is real, here without the correction $f'$, and the electrode and the gap, measured to the A atoms that stay at rest, are held fixed. At the film's first three Bragg positions the contrast is $-1.8\%$, $-0.9\%$ and $+0.1\%$.

At 001 this is opposite in sign to the absorptive contrast and of similar size. A measured difference on a real stack can contain both effects. Moving the electrode by $\delta$ along the normal changes $\varepsilon$ by $q\delta$, so the contrast depends on the interface and cannot be read without a model of it. Even its sign can change: with a gap of 0.18 nm instead of 0.20 nm, the 002 contrast becomes $+0.5\%$. In a real stack the gap may also differ between the two states. A difference of 0.01 nm shifts the 001 contrast by 0.7 to 1.0 percentage points, in a direction set by which state has the wider gap. If the oxygens rather than the A atoms stay at rest on switching, 0.20 nm from the electrode, the three contrasts become $-7.7\%$, $+2.9\%$ and $+0.45\%$.

**Q:** Would a free film, with no electrode, never show the sign if its scattering is real?

**A:** If switching inverts the entire film, its intensity is unchanged at every $q$, not just at Bragg points. But a film may have an AO plane at the bottom and a BO₂ plane at the top, and switching does not exchange them. The switched film is then not the inversion image of the original.

Let $L=qc/2\pi$. At integer $L$ the 25 cells add in phase, the choice of cell boundary does not matter, and the earlier equality returns. At $L=1.5$ successive cells alternate in sign:

$$\sum_{n=0}^{24}e^{2\pi i(1.5)n}=\sum_{n=0}^{24}(-1)^n=1 .$$

One cell's amplitude survives, and its boundary matters. The contrast there is $-35\%$, still with $f''=0$. The signal is weak, however: the lattice sum contributes a factor 1 to the intensity, against $25^2=625$ at a Bragg point. The fixed order of the terminations has acted as the reference.

**Q:** Electron diffraction patterns from polar crystals can be visibly lopsided. Does the electron see a complex density?

**A:** It need not. The electrostatic potential is real, and single scattering would again give equal intensities. Fast electrons interact much more strongly than X-rays, so beams that have scattered twice interfere with those that have scattered once.

Write the potential times the interaction constant as $\sum_gU_ge^{i\mathbf g\cdot\mathbf r}$, with $U_0=0$ since the mean potential gives a common phase. Electron waves are written here with the usual quantum factor $e^{-i\omega t}$, so $U_g$ is an integral with $e^{-i\mathbf g\cdot\mathbf r}$, opposite in sign to the exponent in $F$. For a beam perpendicular to $c$, the amplitudes after thickness $t$ are $e^{itM}$ acting on the incident beam, with

$$M_{gh}=U_{g-h}+s_g\delta_{gh},\qquad s_g=-G_g^2/2K ,$$

where $K$ is the electron wave number. Expand to second order for a diffracted beam $g$. Since $s_0=0$,

$$\psi_g=itU_g-\tfrac12t^2(W_g+s_gU_g)+\dots,\qquad W_g=\sum_hU_{g-h}U_h .$$

The cross term in $|\psi_g|^2$ is

$$2\,{\rm Re}\left[(itU_g)^*\left(-\tfrac12t^2\right)(W_g+s_gU_g)\right]=t^3\,{\rm Re}\left[i(U_g^*W_g+s_g|U_g|^2)\right]=-t^3\,{\rm Im}(U_g^*W_g).$$

The term with $s_g$ drops out because it is $i$ times a real number. Inversion conjugates all $U$, so this cross term changes sign while $t^2|U_g|^2$ does not. To leading order in thickness,

$$I_+-I_-=-2t^3\,{\rm Im}(U_g^*W_g).$$

**Q:** Is that a small correction in a real specimen thickness?

**A:** Not in this model. At 200 keV and 10 nm, beyond the thin limit and therefore calculated from the full exponential, 001 carries 1.6% of the incident beam for up and 5.2% for down, a contrast of $-52\%$. For 002 the fractions are 18% and 12%, giving $+20\%$, and for 003 the contrast is $-55\%$. Widening the row of beams from order 30 to 42 changes these contrasts by at most 0.001 percentage points. The model still leaves out all beams outside the 00l row, as well as absorption and thermal motion, and its Gaussian atoms give a weaker low-order potential than tabulated neutral atoms do. With tabulated neutral-atom form factors the 001 contrast in the same row becomes $-81\%$, and beams outside the row can even reverse its sign. Neither the percentages nor their signs are therefore predictions for a particular specimen.

At this symmetric incidence, reversing the domain exchanges the intensities of $g$ and $-g$, so one pattern already contains the comparison. A tilt spoils this reading: it adds terms of opposite sign to $s_g$ and $s_{-g}$, and can make the two beams unequal without any polarity.

**Q:** How close is your X-ray example to a film I might actually measure?

**A:** The cell, polarization and resonant corrections are rough values in the regime of lead titanate films near 8 keV. The Gaussian atoms are a crude approximation too. They affect the calculated contrasts, but not the equality for real scattering. With tabulated form factors for Pb, Ti and O, the absorptive contrast at 003 falls from 1.6% to 0.9%, while those at 001, 002 and 004 change by at most 0.3 percentage points. The resonant corrections matter too: with $f'=-4.08$, $0.22$, $0.05$ and $f''=8.5$, $1.8$, $0.03$ for Pb, Ti and O, the same form factors give 2.1% at 003 and $-4.1\%$ at 004. Other neglected effects can be sized:

- Thermal motion, with rms amplitudes of 0.012 nm for A, 0.008 nm for B and 0.009 nm for oxygen, changes the 001 contrast from 2.6% to 2.7% and the 004 contrast from $-3.0\%$ to $-3.5\%$.
- The kinematic peak reflectivity of the film at 001 is about $4\times10^{-4}$, so repeated X-ray scattering within it is weak.
- Absorption along the path removes about 1.5%, equally for both domains, since they contain the same atoms.

Incomplete switching can matter more. If domains add in intensity, a film with up fraction $x$ gives $xI_++(1-x)I_-$. Compare it with the film of fraction $1-x$: the difference is $(2x-1)(I_+-I_-)$ and the sum is $I_++I_-$, so the contrast becomes $(2x-1)C$. With 80% up against 80% down, the 2.6% at 001 shrinks to 1.6%.

**Q:** I would measure with the bias still on. Does that matter?

**A:** It does if both domains are measured in the same field, because the two states are then no longer inversion images. If each domain is instead measured under its own bias, equal in size and opposite in direction, the field is inverted too, and the equality for real scattering returns. Suppose both domains survive in the same field of 0.1 MV/cm along $+c$. With a piezoelectric coefficient of 60 pm/V, the strain is $6\times10^{-4}$, an extension for up and a contraction for down. The 003 peaks separate by $0.09^\circ$ in $2\theta$, against a width of about $1^\circ$ for so thin a film: a shift of the peak, not two resolved peaks.

The field also changes the displacements. A susceptibility of 100 gives an induced polarization of 0.9 μC/cm², about 1% of the spontaneous value. If all displacements change by that proportion of the spontaneous ones, and the strain is left out, real scattering alone gives contrasts of $+0.2$, $-0.4$, $+0.6$ and $-0.8\%$ for the first four orders. These are smaller than the absorptive contrasts here, but not negligible beside them.

Zero bias does not guarantee zero field. Unequal electrodes can leave a built-in field that does not reverse with the domain, and a drop of 0.1 V across this 10 nm film is again about 0.1 MV/cm. Such a field also spoils the exact reversal under equal and opposite biases.

**Q:** Then my peak heights could still work, but not for the reason I gave.

**A:** Yes. With no field in the film, applied or built in, choose a reflection with a calculable absorptive contrast. Include in the model the electrode, the substrate and any other layer that scatters coherently at the same $q$, and allow for interface spacings that change on switching. A difference in height then reveals the sign through the phase relations in that model. The displacement of the ions alone does not provide it. The numerical output below lists the values for each order.

## Values computed for the example and the checks

```
cell a, c: 0.39, 0.41 nm
site order: A, B, O apical, O equatorial (2)
electrons per atom: [82 22  8  8  8]
Gaussian widths (nm): [0.018 0.022 0.028 0.028 0.028]
shifts for up state (units of c): [ 0.   -0.04 -0.1  -0.1  -0.1 ]
f' (electrons): [-4.  0.  0.  0.  0.]
f'' (electrons): [8. 2. 0. 0. 0.]
effective charges (e): [ 4.   7.  -6.  -2.5 -2.5]
polarization, up state: 86.4 uC/cm2
X-ray energy 8.0 keV, wavelength 0.1550 nm
X-ray 00l, intensities in electrons^2 per cell:
l=1 f''=0: I_up 2481.09, I_down 2481.09, phase of F_up 10.95 deg
l=1 with f'': I_up 2584.12, I_down 2452.06, contrast 2.62 %
l=1 contrast with thermal motion: 2.66 %
l=2 f''=0: I_up 8141.56, I_down 8141.56, phase of F_up -15.58 deg
l=2 with f'': I_up 7932.33, I_down 8542.87, contrast -3.71 %
l=2 contrast with thermal motion: -3.76 %
l=3 f''=0: I_up 2239.99, I_down 2239.99, phase of F_up 15.13 deg
l=3 with f'': I_up 2321.18, I_down 2248.15, contrast 1.60 %
l=3 contrast with thermal motion: 1.69 %
l=4 f''=0: I_up 1788.32, I_down 1788.32, phase of F_up -14.68 deg
l=4 with f'': I_up 1817.21, I_down 1929.73, contrast -3.00 %
l=4 contrast with thermal motion: -3.45 %
thermal rms used (nm): [0.012 0.008 0.009 0.009 0.009]
largest contrast, only B reversed: 3.09 %
oscillator f'' from absorbed power: 1.3661 (no unit)
oscillator I(+d), I(-d): 9.7980, 5.8780 (no unit)
film: 25 cells, 10.25 nm
electrode: 50 cells, 19.50 nm
gap between facing planes: 0.20 nm
film + electrode, f''=0, L=1: contrast -1.81 %
film + electrode, f''=0, L=2: contrast -0.91 %
film + electrode, f''=0, L=3: contrast 0.13 %
free film, unequal terminations, f''=0, L=1.5: contrast -34.77 %
electrons: 200 keV, thickness 10.0 nm
interaction constant: 0.007288 rad/(V nm)
electron 001: I_up 1.640e-02, I_down 5.240e-02 of incident, contrast -52.3 %
electron 002: I_up 1.810e-01, I_down 1.219e-01 of incident, contrast 19.5 %
electron 003: I_up 2.744e-03, I_down 9.342e-03 of incident, contrast -54.6 %
largest contrast change, beam order 30 to 42: 0.001 percentage points
X-ray 001 peak reflectivity of film: 3.73e-04
X-ray 001 absorbed along film path: 1.51 %
field 0.1 MV/cm, d33 60 pm/V, susceptibility 100
003 splitting in 2theta under field: 0.0947 deg
003 film peak width in 2theta, rough: 1.05 deg
field-induced polarization: 0.885 uC/cm2
field-induced contrast, f''=0, l=1..4 (%): [ 0.23 -0.44  0.61 -0.81]
```
